# Matching interstitial and sphere kinetic terms in the LAPW Hamiltonian

## The question

An LAPW basis function is a plane wave between the atoms and a sum of atomic-like radial functions inside each sphere. Its kinetic matrix element is therefore computed in two pieces. Between the spheres, the piece can be written with $K'^2$, with $\mathbf K\cdot\mathbf K'$, or with $(K^2+K'^2)/2$. These are different numbers, because integration by parts over the interstitial leaves a surface integral on the spheres. A code may use any of the three, provided that the sphere piece carries the matching surface contribution. This appendix derives the three sphere pieces, the difference that remains at finite angular-momentum cutoff $L$, and the errors of wrong pairings.

## Conventions

Rydberg atomic units are used: lengths in bohr, energies in Ry, and $h=-\nabla^2+V$. The cell volume is $\Omega$. One sphere of radius $R$ sits at the origin, with spherical $V(r)$ inside. For a sphere at $\boldsymbol\tau$, every sphere contribution to a matrix element below ($v$, $D$, $S_l$ and the terms carrying $w_l$) is multiplied once by $e^{i(\mathbf K'-\mathbf K)\cdot\boldsymbol\tau}$, and the spheres are summed. Interstitial and nonspherical potentials act by multiplication; they add the same elements to all three forms and are omitted.

With $\mathbf K=\mathbf k+\mathbf G$, the basis function is

$$\phi_{\mathbf K}=\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}\quad\text{(interstitial)},$$

$$\phi_{\mathbf K}=\frac{4\pi}{\sqrt\Omega}\sum_{l\le L,\,m} i^l\,Y^*_{lm}(\hat{\mathbf K})\,[a_lu_l(r)+b_l\dot u_l(r)]\,Y_{lm}(\hat{\mathbf r})\quad\text{(sphere)}.$$

Here $u_l$ solves the radial equation at a fixed energy $E_l$, and $\dot u_l$ is its energy derivative. For each $l\le L$, value and slope match the plane wave at $R$. The components with $l>L$ are present outside and absent inside, so the function jumps at the sphere.

## The interstitial piece

Let $\mathbf q=\mathbf K'-\mathbf K$. The plane-wave overlap over the interstitial is that over the full cell minus that over the sphere:

$$\Theta=\delta_{\mathbf K\mathbf K'}-v(q),\qquad v(q)=\frac1\Omega\int_S e^{i\mathbf q\cdot\mathbf r}d^3r .$$

The angular average of $e^{i\mathbf q\cdot\mathbf r}$ is $\sin(qr)/(qr)$, so

$$v(q)=\frac{4\pi}{\Omega}\int_0^R r^2\frac{\sin qr}{qr}dr=\frac{4\pi}{\Omega}\frac{\sin qR-qR\cos qR}{q^3}=\frac{4\pi R^3}{\Omega}\frac{j_1(qR)}{qR}.$$

Since $-\nabla^2e^{i\mathbf K'\cdot\mathbf r}=K'^2e^{i\mathbf K'\cdot\mathbf r}$ and $(-i\mathbf K)\cdot(i\mathbf K')=\mathbf K\cdot\mathbf K'$, the Laplacian acting to the right gives $K'^2\Theta$, and the product of gradients gives $\mathbf K\cdot\mathbf K'\,\Theta$. Averaging the Laplacian element with its Hermitian conjugate gives $\tfrac12(K^2+K'^2)\Theta$.

To relate them, integrate

$$\nabla\cdot(\phi^*_{\mathbf K}\nabla\phi_{\mathbf K'})=\nabla\phi^*_{\mathbf K}\cdot\nabla\phi_{\mathbf K'}+\phi^*_{\mathbf K}\nabla^2\phi_{\mathbf K'}$$

over the interstitial. Opposite cell faces cancel, because both functions have the same Bloch vector. On the sphere, the normal pointing out of the interstitial is $-\hat{\mathbf r}$. Hence

$$(\mathbf K\cdot\mathbf K'-K'^2)\Theta=-D,\qquad D=R^2\oint\phi^*_{\mathbf K}\,\partial_r\phi_{\mathbf K'}\,d\hat{\mathbf r},\tag{1}$$

with the plane waves used in $D$. The divergence theorem inside the sphere gives $D$ in closed form. The vector field is $i\mathbf K'e^{i\mathbf q\cdot\mathbf r}/\Omega$ and its divergence is $-\mathbf K'\cdot\mathbf q\,e^{i\mathbf q\cdot\mathbf r}/\Omega$, so

$$D=-\mathbf K'\cdot(\mathbf K'-\mathbf K)\,v=(\mathbf K\cdot\mathbf K'-K'^2)\,v(q).\tag{2}$$

This agrees with (1): the Kronecker delta in $\Theta$ drops out, because its prefactor vanishes at $\mathbf K=\mathbf K'$.

The same surface integral can be resolved by angular momentum. Insert the expansion $e^{i\mathbf K\cdot\mathbf r}=4\pi\sum_{lm}i^lj_l(Kr)Y^*_{lm}(\hat{\mathbf K})Y_{lm}(\hat{\mathbf r})$ twice. The angular integral makes both $lm$ equal, and $\sum_mY_{lm}(\hat{\mathbf K})Y^*_{lm}(\hat{\mathbf K}')=(2l+1)P_l/4\pi$, where $P_l$ has the argument $\hat{\mathbf K}\cdot\hat{\mathbf K}'$. Define

$$w_l=\frac{4\pi}{\Omega}(2l+1)P_l,\quad s=j_l(KR),\quad t=Kj_l'(KR),$$

and let a tilde mark the same quantities for $\mathbf K'$. Then

$$D=\sum_{l=0}^\infty S_l,\qquad S_l(\mathbf K,\mathbf K')=w_lR^2\,s\,\tilde t.\tag{3}$$

The sum runs over all $l$, whatever cutoff is used inside the sphere.

## Radial functions and matching

The index $l$ is now suppressed, and radial functions without an argument are taken at $R$. Normalize $\langle u|u\rangle=1$, choose $\langle u|\dot u\rangle=0$, and set $N=\langle\dot u|\dot u\rangle$, with weight $r^2dr$. Differentiating $hu=Eu$ with respect to $E$ gives $h\dot u=E\dot u+u$. Therefore

$$\int_0^R r^2(u\,h\dot u-\dot u\,hu)\,dr=1 .$$

Potential and centrifugal terms cancel on the left. The radial kinetic operator $-r^{-2}\partial_r(r^2\partial_r)$ leaves a boundary term, which is zero at the origin, so

$$R^2(u'\dot u-u\dot u')=1.\tag{4}$$

The matching equations are $au+b\dot u=s$ and $au'+b\dot u'=t$. Their determinant is $u\dot u'-\dot uu'=-1/R^2$, and Cramer's rule gives

$$a=R^2(t\dot u-s\dot u'),\qquad b=R^2(su'-tu).\tag{5}$$

## The three sphere pieces

**Laplacian form.** Let $h$ act to the right:

$$h(\tilde au+\tilde b\dot u)=E(\tilde au+\tilde b\dot u)+\tilde bu .$$

Projecting on $au+b\dot u$ gives, for each $l$,

$$\Lambda_l=E(a\tilde a+Nb\tilde b)+a\tilde b.\tag{6}$$

The last term is not symmetric. Equation (5) maps $(s,t)$ linearly to $(a,b)$, and the determinant of this map is $R^4(u\dot u'-\dot uu')=-R^2$. Determinants multiply, hence

$$a\tilde b-b\tilde a=R^2(t\tilde s-s\tilde t).\tag{7}$$

**Symmetrized form.** The average of (6) with its Hermitian conjugate is

$$\Sigma_l=E(a\tilde a+Nb\tilde b)+\tfrac12(a\tilde b+b\tilde a).\tag{8}$$

**Gradient form.** Inside the sphere the outward normal is $+\hat{\mathbf r}$, so

$$\int_S\nabla\phi^*\cdot\nabla\phi'=\int_S\phi^*(-\nabla^2\phi')+R^2\oint\phi^*\partial_r\phi' .$$

Because value and slope are matched, the surface integral contributes $R^2s\tilde t$ for each $l\le L$. Thus $\Gamma_l=\Lambda_l+R^2s\tilde t$. Equation (7) gives $a\tilde b=\tfrac12(a\tilde b+b\tilde a)+\tfrac12R^2(t\tilde s-s\tilde t)$, and substitution yields

$$\Gamma_l=\Sigma_l+\tfrac12R^2(s\tilde t+t\tilde s),\tag{9}$$

which is symmetric, as an integral of $\nabla\phi^*\cdot\nabla\phi'$ must be.

The complete matrices and the common overlap are

$$H_{\rm Lap}=K'^2\Theta+\sum_{l\le L}w_l\Lambda_l,$$
$$H_{\rm sym}=\tfrac12(K^2+K'^2)\Theta+\sum_{l\le L}w_l\Sigma_l,$$
$$H_{\rm grad}=\mathbf K\cdot\mathbf K'\,\Theta+\sum_{l\le L}w_l\Gamma_l,$$
$$O=\Theta+\sum_{l\le L}w_l(a\tilde a+Nb\tilde b).$$

Forms (6) and (9) and the sphere overlap were tested against direct radial quadrature for $l\le20$ and all basis pairs of the example below; form (8) enters these tests as a part of (9).

## What remains at finite cutoff

Going from the Laplacian to the gradient form changes the interstitial piece by $-D$ and the sphere piece by $+\sum_{l\le L}S_l$. With (3),

$$H_{\rm grad}-H_{\rm Lap}=-\sum_{l>L}S_l(\mathbf K,\mathbf K').\tag{10}$$

Since $H_{\rm sym}$ is the Hermitian part of $H_{\rm Lap}$ and $H_{\rm grad}$ is Hermitian,

$$H_{\rm sym}-H_{\rm grad}=\tfrac12\sum_{l>L}[S_l(\mathbf K,\mathbf K')+S_l(\mathbf K',\mathbf K)].\tag{11}$$

With $x=KR$, the power series is $j_l(x)=\frac{x^l}{(2l+1)!!}\left[1-\frac{x^2}{2(2l+3)}+\dots\right]$. For $4l+6\gg x^2$ the leading behaviour is thus $j_l(x)\approx x^l/(2l+1)!!$ and $j_l'(x)\approx l\,x^{l-1}/(2l+1)!!$. Therefore

$$S_l\approx\frac{4\pi R}{\Omega}\,l(2l+1)P_l\,\frac{(KR)^l(K'R)^l}{[(2l+1)!!]^2}.$$

The double factorial wins for any fixed $K$ and $K'$, so the three matrices converge to one another. This estimate fixes the limit, not the onset of the decay. The onset follows from the equation for $y=xj_l(x)$, which is $y''=[l(l+1)/x^2-1]\,y$: the function oscillates for $x^2>l(l+1)$, and for $x^2<l(l+1)$ it lies under the centrifugal barrier and is suppressed. The relevant comparison is therefore between $L$ and the largest $KR$ in the basis. If the plane-wave cutoff is raised, $L$ must be raised with it to keep the three matrices in agreement element by element.

Three consequences matter in practice.

- By (10), $H_{\rm Lap}-H_{\rm Lap}^\dagger=\sum_{l>L}[S_l(\mathbf K,\mathbf K')-S_l(\mathbf K',\mathbf K)]$. This is at most twice the largest tail element, and at large $L$ it is smaller than the tail, because the leading estimate of $S_l$ is symmetric and cancels. Computing one triangle and filling the other by conjugation is harmless when the tail is negligible; otherwise the result depends on which triangle was computed.
- In $H_{\rm grad}$ the kinetic part of any state is $\int|\nabla\psi|^2$ over the two regions, which is non-negative at every $L$. For a bounded potential, as in the example below, the eigenvalues therefore cannot fall below the minimum of the potential. For an all-electron potential with its $-2Z/r$ singularity that minimum is $-\infty$. The bound is then the lowest value of $\int(|\nabla\psi|^2+V|\psi|^2)$ over normalized functions allowed to jump at the sphere, which is finite and independent of $L$ and of the plane-wave cutoff. Equation (11) adds a term without a definite sign in general, so the argument does not carry over to the symmetrized form.
- This lower bound does not make the gradient form an upper bound to the true energy at finite $L$. The basis functions jump at the sphere, and none of the three forms charges kinetic energy for the jump.

## Wrong pairings

Suppose that $\mathbf K\cdot\mathbf K'\,\Theta$ is combined with the symmetrized sphere piece (8). Relative to $H_{\rm sym}$, the interstitial piece has changed by

$$\left[\mathbf K\cdot\mathbf K'-\tfrac12(K^2+K'^2)\right]\Theta=-\tfrac12q^2(\delta_{\mathbf K\mathbf K'}-v)=+\tfrac12q^2v(q).\tag{12}$$

This does not depend on $L$, so no increase of $L$ removes it. The opposite mistake, symmetrized outside and gradient inside, gives $-\tfrac12q^2v(q)$ relative to $H_{\rm grad}$. The error is zero on the diagonal, where $q=0$, so inspecting diagonal elements cannot reveal it.

Its meaning follows from $-\nabla^2e^{i\mathbf q\cdot\mathbf r}=q^2e^{i\mathbf q\cdot\mathbf r}$. For a state with coefficients $c_{\mathbf K}$, let $\Psi$ be its plane-wave sum continued into the sphere. Then

$$\sum_{\mathbf K\mathbf K'}c^*_{\mathbf K}\,\tfrac12q^2v\,c_{\mathbf K'}=-\tfrac12\int_S\nabla^2|\Psi|^2d^3r=-\tfrac12R^2\oint\partial_r|\Psi|^2d\hat{\mathbf r}.$$

The spurious term rewards states whose density rises outward through the sphere surface and penalizes those whose density falls.

## When the slope is not matched

The agreement of the three forms rests on slope matching. For general functions that are continuous at $R$, the two Green identities give, as $L\to\infty$,

$$H_{\rm grad}-H_{\rm Lap}=R^2\oint\phi^*_{\mathbf K}\left[\partial_r\phi_{\mathbf K'}\big|_{\rm in}-\partial_r\phi_{\mathbf K'}\big|_{\rm out}\right]d\hat{\mathbf r}.\tag{13}$$

This is the kink energy. At a slope discontinuity $-\nabla^2\phi'$ contains a delta function on the sphere, which region-by-region integration of the Laplacian omits. The gradient form needs no such correction, because a step in the gradient is integrable.

In the APW basis with fixed energies there is one radial function per $l$, and value matching gives the coefficient $s/u$. Equation (13) becomes

$$\sum_lw_lR^2s\left[\tilde s\,\frac{u'}{u}-\tilde t\right].\tag{14}$$

The matching sphere piece for $\mathbf K\cdot\mathbf K'\,\Theta$ is $E\,s\tilde s/u^2+R^2s\tilde s\,u'/u$. It requires $u(R)\neq0$. With the Laplacian form, (14) must be added; with the symmetrized form, its Hermitian part.

Local orbitals follow the same rule. If an orbital $\chi$ vanishes at $R$ with nonzero slope, $\langle\phi_{\mathbf K}|h|\chi\rangle$ integrated inside the sphere lacks the term $R^2\oint\phi^*_{\mathbf K}\partial_r\chi$. The element $\langle\chi|h|\phi_{\mathbf K}\rangle$ lacks nothing, because its surface term contains $\chi(R)=0$. Averaging the two loses half of the term. If both value and slope of $\chi$ vanish at $R$, no correction arises.

## Worked example

Take a model simple cubic crystal with lattice constant 5 bohr and $R=2$ bohr. The potential is $V=-2(1-r^2/R^2)^2$ Ry in the sphere and zero outside. All $E_l$ are 0.3 Ry, and $\mathbf k=(0.1,0.2,0.3)$ in units of $2\pi/a$. The cutoff $K\le3$ bohr$^{-1}$ gives 57 functions and a largest possible $KR$ of 6.

**One matrix element.** For $\mathbf G=(-1,0,0)$ and $\mathbf G'=(1,1,0)$, $K=1.21835$ and $K'=2.08010$ bohr$^{-1}$, $\mathbf K\cdot\mathbf K'=-1.04223$ bohr$^{-2}$, and $\Theta=-v=0.022855$. The interstitial pieces are

- Laplacian: $2.08010^2\times0.022855=0.09889$ Ry
- symmetrized: $\tfrac12(1.21835^2+2.08010^2)\times0.022855=0.06641$ Ry
- gradient: $-1.04223\times0.022855=-0.02382$ Ry

They differ even in sign. Equation (2) gives $D=(-1.04223-4.32682)(-0.022855)=0.12271$ Ry, which is the Laplacian value minus the gradient value, as (1) demands. Angular quadrature of the surface integral gives the same number.

Adding the sphere pieces at $L=6$:

| form | interstitial (Ry) | sphere (Ry) | total (Ry) |
|---|---|---|---|
| Laplacian | 0.098889 | −0.117062 | −0.018172 |
| symmetrized | 0.066408 | −0.084580 | −0.018172 |
| gradient | −0.023820 | 0.005649 | −0.018171 |

At $L=2$ the totals are still −0.05224, −0.04064 and −0.05802 Ry. The gradient total minus the Laplacian total is −0.00578 Ry, and the surface tail is +0.00578 Ry, in accordance with (10). These two totals differ by 0.006 Ry, yet they lie 0.040 and 0.034 Ry from their $L=6$ values, so the difference between two forms does not measure the error of the element itself.

**Eigenvalues.** The largest element of $|H_{\rm grad}-H_{\rm Lap}|$ is 0.18 Ry at $L=4$, 0.031 Ry at $L=6$, $1.0\times10^{-3}$ Ry at $L=8$ and $5\times10^{-8}$ Ry at $L=12$. The steep fall sets in once $L$ reaches the largest $KR$, as the turning point of $j_l$ suggests. The lowest eigenvalue is less sensitive: at $L=4$ the gradient and symmetrized forms give 0.012371 and 0.012382 Ry. To first order this difference is the expectation value of (11). Summing (3) over the coefficients gives $R^2\,\mathrm{Re}\oint\Psi_{>L}^*\,\partial_r\Psi_{>L}\,d\hat{\mathbf r}$, where $\Psi_{>L}$ is the $l>L$ part of the plane-wave sum $\Psi$ of the state. The difference is therefore governed by the high-$l$ content of the state at the sphere and not by the largest matrix element. Its value of about $10^{-5}$ Ry is consistent with this state having little weight at $l>4$ there.

At $L=2$ the gradient form gives 0.01143 Ry and the symmetrized form 0.01218 Ry, against 0.01238 Ry converged in $L$ at this cutoff. The gradient form is thus the less accurate of the two at this cutoff, despite its lower bound on the spectrum. The order reverses when the cutoff is raised at $L=2$: at 4 bohr$^{-1}$ the gradient and symmetrized values are 0.0112 and 0.0096 Ry, and at 5 bohr$^{-1}$ the gradient value stays at 0.0112 Ry while the symmetrized one drops below −10 Ry, far under the potential minimum of −2 Ry. At the cutoff of 3 bohr$^{-1}$ the comparison with the exact energy is as follows. Both values lie below the energy of 0.01225 Ry obtained by diagonalizing the same potential in 724 plane waves, which illustrates the missing cost of the jump.

The LAPW energy converged in $L$ at the cutoff of 3 bohr$^{-1}$, 0.0124 Ry or 0.168 eV, lies $1.3\times10^{-4}$ Ry above the plane-wave value. The finite LAPW cutoff and the linearization both contribute to this excess. Moving $E_l$ to the eigenvalue at the same cutoff leaves $6\times10^{-5}$ Ry, and raising the cutoff to 5 bohr$^{-1}$ at $E_l=0.3$ Ry leaves $2.5\times10^{-5}$ Ry, which lowers the energy to 0.01227 Ry. The plane-wave value changed by less than $10^{-6}$ Ry when its cutoff was raised from 6 to 7 bohr$^{-1}$.

**Errors that stay.** With the gradient form outside and the symmetrized form inside, the element above is wrong by $\tfrac12q^2v=-0.0902$ Ry, about five times its correct magnitude. The lowest eigenvalue at $L=20$ becomes 0.0261 Ry, more than twice the correct one. This number depends strongly on the cutoff: it is −0.005, −0.022 and −0.063 Ry at 3.5, 4 and 5 bohr$^{-1}$, while the correct eigenvalue stays near 0.0123 Ry, so not even the sign of the eigenvalue error is fixed. The following refers to the cutoff of 3 bohr$^{-1}$. The expectation value of the error in the correct state is 0.166 Ry, whereas the actual shift is 0.014 Ry. The variational principle requires the shift to be no larger than the expectation value; the large gap arises because the eigenvector changes to avoid the penalty (its squared overlap with the correct state is 0.88), so first-order perturbation theory is useless here.

In the APW basis the largest kink element is 0.80 Ry at $L=20$. The gradient form gives a lowest energy of 0.043 Ry, above the plane-wave value, as expected for continuous trial functions with a single radial function fixed at 0.3 Ry. The symmetrized form without the kink term gives −0.339 Ry, some 0.35 Ry below the plane-wave value, and it keeps falling as the cutoff is raised (−1.2, −2.3 and −5.2 Ry at 3.5, 4 and 5 bohr$^{-1}$), while the gradient value stays at 0.043 Ry. This error is present at $L=20$, because the omitted kink term does not vanish as $L$ grows. The remaining values are in the numerical output.

## Numbers as computed

```
lattice constant 5.0 bohr, sphere radius 2.0 bohr
well depth 2.0 Ry, linearization energy 0.3 Ry
k in units of 2pi/a: [0.1 0.2 0.3]
LAPW cutoff 3.0 1/bohr, R*K_cut = 6.0, 57 functions
pair: G = [-1  0  0], G' = [1 1 0] in units of 2pi/a
|K| = 1.21835, |K'| = 2.08010, q = 2.80993 1/bohr
K.K' = -1.04223 1/bohr^2
v(q) = -0.022855, Theta = 0.022855 (no unit)
surface term D: closed 0.1227095, quadrature 0.1227095 Ry
pair elements in Ry: interstitial, sphere, total
L=2 Laplacian      0.0988894  -0.1511244  -0.0522350
L=2 symmetrized    0.0664075  -0.1070464  -0.0406389
L=2 gradient      -0.0238201  -0.0341996  -0.0580197
L=2 surface tail sum_(l>L) S_l = 0.0057847 Ry
L=6 Laplacian      0.0988894  -0.1170615  -0.0181720
L=6 symmetrized    0.0664075  -0.0845796  -0.0181721
L=6 gradient      -0.0238201   0.0056487  -0.0181714
L=6 surface tail sum_(l>L) S_l = -0.0000006 Ry
lowest eigenvalue in Ry: L, gradient, symmetrized, Laplacian (Re, |Im|);
last column: largest |H_grad - H_Lap| element in Ry
  2    0.0114253    0.0121821    0.0123007   0.0e+00   1.9e-01
  4    0.0123709    0.0123817    0.0123818   0.0e+00   1.8e-01
  6    0.0123807    0.0123811    0.0123811   0.0e+00   3.1e-02
  8    0.0123810    0.0123811    0.0123811   0.0e+00   1.0e-03
 10    0.0123811    0.0123811    0.0123811   0.0e+00   1.1e-05
 12    0.0123811    0.0123811    0.0123811   0.0e+00   5.1e-08
 20    0.0123811    0.0123811    0.0123811   0.0e+00   1.5e-14
plane-wave reference, 724 waves: 0.0122485 Ry
reference change from cutoff 6.0 to 7.0 1/bohr: -8.5e-07 Ry
LAPW (L=20) minus reference: 1.33e-04 Ry
LAPW lowest eigenvalue: 0.16845 eV
mismatched pair: element error q^2 v/2 = -0.0902276 Ry
mismatched pair: lowest eigenvalue 0.026125 Ry (L=20)
mismatched pair: first-order shift of true state 0.165902 Ry
APW: largest kink element 0.79903 Ry (L=20)
APW lowest eigenvalue, gradient form: 0.042819 Ry
APW lowest eigenvalue, symmetrized, no kink term: -0.338988 Ry
```
